# Transient Time-Correlation Formula for Nonlinear Response to a Heat-Driving Field

Let a dimensionless field \(\varepsilon\) drive a heat flux \(J\), which has the dimension of power, in a system initially at temperature \(T\). If reflecting the system reverses both \(J\) and \(\varepsilon\), the mean flux must be odd in \(\varepsilon\). A weak-field response built from equilibrium flux fluctuations contains a product of two fluxes, which is a power squared. To become a power it needs a factor of time and the inverse of an energy, and the energy supplied by the initial canonical weight is \(k_BT\). The expected form is therefore \(\varepsilon/(k_BT)\) times a time integral of a flux correlation. Symmetry and dimensions leave open the numerical factor and, since \(\varepsilon\) is dimensionless, the whole dependence on \(\varepsilon\) at strong field. Following the initial density along the driven motion fixes the factor and gives an exact expression for the response at any field, to be evaluated with driven trajectories.

Consider a classical ring of \(N\) particles of mass \(m\), with displacements \(q_i\), velocities \(v_i=p_i/m\), total momentum zero and \(\sum_i q_i=0\). The bond extensions are \(r_i=q_{i+1}-q_i\), and the bond energy is

\[
\phi(r)=\tfrac12k_1r^2+k_2b^2\left[\sqrt{1+r^2/b^2}-1\right],\qquad k_1,k_2>0 .
\]

Write \(u_i=\phi'(r_i)\) for the bond tension, so that the force on particle \(i\) is \(F_i=u_i-u_{i-1}\). Give each site its kinetic energy and half the energy of its two bonds, \(h_i=\tfrac12mv_i^2+\tfrac12[\phi(r_i)+\phi(r_{i-1})]\). Without field or thermostat,

\[
\begin{aligned}
\dot h_i&=v_i(u_i-u_{i-1})+\tfrac12u_i(v_{i+1}-v_i)+\tfrac12u_{i-1}(v_i-v_{i-1})\\
&=\tfrac12u_i(v_i+v_{i+1})-\tfrac12u_{i-1}(v_{i-1}+v_i)=j_{i-1}-j_i .
\end{aligned}
\]

The energy current from site \(i\) to site \(i+1\) is thus \(j_i=-\tfrac12u_i(v_i+v_{i+1})\). Summing over bonds and relabelling the term with \(v_{i+1}\) gives

\[
J=\sum_ij_i=\sum_iv_iD_i,\qquad D_i=-\tfrac12(u_i+u_{i-1}).
\]

This form shows which force does work at the rate \(\varepsilon J\): it is \(\varepsilon D_i\). Its sum over particles need not vanish, so the mean \(\bar D=N^{-1}\sum_iD_i\) is subtracted to conserve momentum. The subtraction does not change the power, because \(\bar D\sum_iv_i=0\). With a Nosé–Hoover friction \(\zeta\) of inertia \(Q\), the driven equations are

\[
\dot q_i=\frac{p_i}{m},\qquad
\dot p_i=F_i+\varepsilon(D_i-\bar D)-\zeta p_i,\qquad
Q\dot\zeta=\sum_i\frac{p_i^2}{m}-g\,k_BT .
\]

The number \(g\) is left free for the moment. The field is switched on at \(t=0\) and held constant afterwards.

The reflection used at the start is \(q_i\to-q_{-i}\), \(p_i\to-p_{-i}\), with \(\zeta\) unchanged. It carries \(r_i\) into \(r_{-i-1}\) and \(D_i\) into \(D_{-i}\), while velocities change sign. Hence \(J\to-J\), and the equations keep their form if \(\varepsilon\to-\varepsilon\). The kinetic temperature, being quadratic in momenta, is even in the field.

The field also has a thermal meaning. Suppose an open segment of chain has the local-equilibrium density \(f\propto\exp(-\sum_i\beta_ih_i)\), with \(\beta_i=1/(k_BT_i)\). Apart from end terms, the logarithm of this density changes along the motion at minus the rate

\[
\sum_i\beta_i\dot h_i=\sum_i\beta_i(j_{i-1}-j_i)=\sum_i(\beta_{i+1}-\beta_i)j_i
\simeq\frac{\varepsilon}{k_BT}\sum_ij_i,\qquad
\varepsilon=-\frac{T_{i+1}-T_i}{T}.
\]

To first order in the gradient, \(\varepsilon\) plays the part of the relative temperature drop per site. A ring cannot carry a temperature that falls steadily all the way round, and the field replaces it. At finite \(\varepsilon\) the driven ring is a defined mechanical model and need not respond as a chain between hot and cold reservoirs would.

Let \(\Gamma\) denote the independent phase-space coordinates: \(N-1\) positions, \(N-1\) momenta and \(\zeta\). Write the motion as \(\dot\Gamma=G(\Gamma)\), and let the initial density be

\[
f_0\propto e^{-E/k_BT},\qquad E=H+\tfrac12Q\zeta^2,\qquad H=\sum_ih_i .
\]

The quantity that will govern the response is the dissipation function

\[
\Omega=-\frac{\nabla\!\cdot(f_0G)}{f_0}=-G\cdot\nabla\ln f_0-\nabla\!\cdot G=\frac{\dot E}{k_BT}-\nabla\!\cdot G .
\]

Interparticle forces cancel in \(\dot H\), leaving the work of the field and the friction:

\[
\dot E=\varepsilon J-\zeta\sum_i\frac{p_i^2}{m}+\zeta\left(\sum_i\frac{p_i^2}{m}-g\,k_BT\right)=\varepsilon J-g\,k_BT\,\zeta .
\]

For the divergence, \(\dot q_i\) does not depend on positions, the driving force does not depend on momenta, and \(\dot\zeta\) does not depend on \(\zeta\). Only the friction contributes, with \(-\zeta\) for each of the \(N-1\) independent momenta, so \(\nabla\!\cdot G=-(N-1)\zeta\). Therefore

\[
\Omega=\frac{\varepsilon J}{k_BT}-(g-N+1)\,\zeta .
\]

The dissipative flux alone remains when \(g=N-1\). This is also the condition for the field-free thermostatted motion to preserve \(f_0\), since \(\Omega\) then vanishes at \(\varepsilon=0\). For another thermostat or initial density, \(\Omega\) must be worked out afresh from its definition.

The next step integrates by parts over an unbounded phase space, so trajectories must not escape to infinity in a finite time. The bond energy was chosen to guarantee this. Since \(|u_i|\le(k_1+k_2)|r_i|\), the Cauchy–Schwarz inequality gives

\[
|J|\le\Big(\sum_iu_i^2\Big)^{1/2}\Big(\sum_iv_i^2\Big)^{1/2}
\le\frac{k_1+k_2}{\sqrt{k_1m}}\,\sqrt{k_1\textstyle\sum_ir_i^2}\,\sqrt{m\textstyle\sum_iv_i^2}\le cH,
\qquad c=\frac{k_1+k_2}{\sqrt{k_1m}} .
\]

The last inequality uses \(xy\le\tfrac12(x^2+y^2)\) and \(\phi(r)\ge\tfrac12k_1r^2\). The same inequality bounds the thermostat term: for any rate \(\lambda>0\), \(g k_BT|\zeta|\le\tfrac12\lambda Q\zeta^2+(gk_BT)^2/(2\lambda Q)\). Thus

\[
\dot E\le(|\varepsilon|c+\lambda)E+\frac{(gk_BT)^2}{2\lambda Q},
\]

and \(E\) grows at most exponentially in time. At fixed \(t\), an observable bounded by a power of \(E\) is then bounded by a power of the initial energy, which the factor \(e^{-E/k_BT}\) suppresses at large distance. Gradients with respect to the initial state are suppressed as well: derivatives of \(G\) grow no faster than \(\sqrt E\), so these gradients grow at most like the exponential of a constant times \(\sqrt{E}\). The surface terms vanish for smooth observables that, with their gradients, are polynomially bounded. A potential whose tension rises faster than linearly would need a separate argument here.

Let \(S^t\Gamma\) be the point reached from \(\Gamma\) after a time \(t\), and put \(B_t(\Gamma)=B(S^t\Gamma)\). Because the field is constant, a motion of duration \(t+\delta\) is one of duration \(\delta\) followed by one of duration \(t\):

\[
B_{t+\delta}(\Gamma)=B_t(S^\delta\Gamma)=B_t(\Gamma+\delta\,G+\dots)
\quad\Rightarrow\quad
\frac{\partial B_t}{\partial t}=G\cdot\nabla B_t .
\]

With a field that varied after \(t=0\), the second part of the motion would depend on when it began, and this equation would not follow. Averaging over \(f_0\) and integrating by parts,

\[
\frac{d\langle B(t)\rangle}{dt}=\int f_0\,G\cdot\nabla B_t\,d\Gamma
=-\int B_t\,\nabla\!\cdot(f_0G)\,d\Gamma=\langle B(t)\,\Omega(0)\rangle .
\]

Integration over time gives the transient time-correlation formula,

\[
\boxed{\;\langle B(t)\rangle=\langle B(0)\rangle+\int_0^t\langle B(s)\,\Omega(0)\rangle\,ds\;}
\]

and, for \(g=N-1\),

\[
\langle B(t)\rangle=\langle B(0)\rangle+\frac{\varepsilon}{k_BT}\int_0^t\langle B(s)\,J(0)\rangle\,ds .
\]

No expansion in \(\varepsilon\) has been made. The average is over initial states drawn from \(f_0\), while \(B(s)\) is carried by the full driven and thermostatted motion. The explicit factor \(\varepsilon\) is linear; the nonlinearity enters through \(B(s)\).

Setting \(B=1\) shows that \(\langle\Omega(0)\rangle=0\). Any function of time that does not depend on the initial state may therefore be subtracted from \(B(s)\) inside the correlation. A steady state needs more than the derivation supplies: the integral must converge as \(t\to\infty\), as it does if \(B(s)\) loses its correlation with \(\Omega(0)\) fast enough.

Two limits can be read off for the flux. Its initial mean is zero, since \(J\) is odd in the momenta. For weak field at fixed time, the motion inside the correlation may be replaced by the field-free one:

\[
\langle J(t)\rangle\simeq\frac{\varepsilon}{k_BT}\int_0^t\langle J(s)J(0)\rangle_{\varepsilon=0}\,ds .
\]

This is the Green–Kubo form. It has the structure anticipated from dimensions, and the numerical factor they left open is one. By symmetry the next term is of order \(\varepsilon^3\). For short time at fixed field, \(J(s)\) may instead be replaced by \(J(0)\), so \(\langle J(t)\rangle\simeq\varepsilon\langle J^2\rangle t/(k_BT)\). The initial growth is linear in the field however strong the field is, and departures from linear response need time to develop.

The kinetic temperature, defined in energy units by \(T_{\rm kin}=\sum_ip_i^2/[m(N-1)]\), behaves differently. At zero field \(\langle T_{\rm kin}(s)J(0)\rangle\) vanishes, because reflection reverses one factor and not the other. The correlation is itself of order \(\varepsilon\), and the temperature change begins at order \(\varepsilon^2\). The formula captures this change although linear response predicts none.

For a numerical case take \(N=4\), \(m=k_1=k_2=b=k_B=1\), \(T=1\) and \(Q=4\). The energy unit is \(e=k_1b^2\) and the time unit is \(\tau=\sqrt{m/k_1}\). These are round model parameters. The correct thermostat count is \(g=3\). Averages use 32,768 weighted initial states taken from scrambled quasi-random (Sobol) points, and the uncertainties below are standard errors from 16 independently scrambled batches. Such points give smaller errors than independent random states: in the last row of the table the same number of independent states would give about ±0.007 for the direct and ±0.04 for the correlation column.

The sampled initial flux variance is \(\langle J^2\rangle=1.707\pm0.003\ e^2/\tau^2\); for \(N=4\) it equals \((k_BT)^2\langle\phi''\rangle/m\), which quadrature puts at 1.704. At \(\varepsilon=0.5\) the short-time estimate at \(t=1\tau\) is \(0.5\times1.707\times1=0.85\ e/\tau\), slightly above the directly averaged flux of 0.824. Six time units show the nonlinearity:

| \(\varepsilon\) | \(t/\tau\) | direct \(J\) | correlation formula | linear response |
|---|---|---|---|---|
| 0.2 | 4 | 1.026 ± 0.004 | 1.030 ± 0.001 | 1.047 ± 0.002 |
| 0.2 | 6 | 1.355 ± 0.002 | 1.357 ± 0.002 | 1.481 ± 0.002 |
| 0.5 | 2 | 1.559 ± 0.002 | 1.562 ± 0.002 | 1.530 ± 0.002 |
| 0.5 | 4 | 2.360 ± 0.002 | 2.365 ± 0.004 | 2.618 ± 0.004 |
| 0.5 | 6 | 2.306 ± 0.002 | 2.310 ± 0.006 | 3.702 ± 0.005 |

All fluxes are in \(e/\tau\). The direct and correlation columns agree within their sampling errors. At \(\varepsilon=0.5\) and \(t=6\tau\), linear response exceeds the direct value by \((3.702-2.306)/2.306\), or 61 per cent. At \(t=2\tau\) it lies about 2 per cent below, so the nonlinear correction changes sign during the transient.

The order of the correction can be examined by comparing fields, using the correlation column. At \(t=4\tau\) the shortfall from linear response is 0.017 at \(\varepsilon=0.2\) and 0.253 at \(\varepsilon=0.5\). Their ratio, about 15, is compatible with the cubic value \((0.5/0.2)^3=15.6\), given the uncertainty of the smaller difference. At \(t=6\tau\) the shortfalls are 0.124 and 1.392, with ratio 11, so higher odd powers contribute by then.

Between \(4\tau\) and \(6\tau\) at \(\varepsilon=0.5\) the direct flux falls by 0.054. The formula translates this into a mean correlation over the interval of \(-0.054/(0.5\times2)=-0.054\ e^2/\tau^2\). The flux at these two times is nearly equal, but this is not a steady state: in between it passes through a maximum of about 2.40 near \(5\tau\).

At the same field, the direct value of \(T_{\rm kin}-T\) is \(0.070e\), \(0.151e\), \(0.194e\) and \(-0.011e\) at 1, 2, 4 and \(6\tau\); the correlation formula gives 0.071, 0.151, 0.197 and \(-0.011e\). The largest difference, \(0.003e\), is about two combined standard errors. At \(6\tau\) the kinetic temperature is back near its initial value although the field still does work. The thermostat equation makes \(\langle\dot\zeta\rangle\) positive whenever the mean kinetic temperature exceeds \(T\), so the mean friction grows during the warm stage. The energy removed by friction was not recorded, and the cause of the return is left open here.

The condition on \(\Omega\) matters in practice. Setting \(g=4\), as if the conserved total momentum were an independent thermal degree of freedom, gives \(\Omega=\varepsilon J/(k_BT)-\zeta\). At \(\varepsilon=0.2\) and \(t=4\tau\), direct averaging then gives \(T_{\rm kin}-T=0.683e\). The full \(\Omega\) gives \(0.686e\), but the flux term alone gives \(0.039e\). The missing part is the response to a thermostat that does not preserve the initial density.

The formula also changes the cost of a calculation. A plain direct average at weak field must resolve a mean proportional to \(\varepsilon\) against a spread that stays finite. For a relative standard error of 10 per cent, the number of independent trajectories is

\[
n_{\rm direct}=\frac{\operatorname{var}J(t)}{[0.1\langle J(t)\rangle]^2}\propto\frac1{\varepsilon^2}.
\]

At \(t=6\tau\) the Green–Kubo integral gives \(\langle J\rangle/\varepsilon=7.40\ e/\tau\). For \(\varepsilon=0.002\), where the variance is close to its equilibrium value, \(n_{\rm direct}\simeq1.707/(0.1\times0.002\times7.40)^2=7.8\times10^5\); the variance measured in the driven run gives \(7.9\times10^5\). The correlation estimator from one trajectory is \((\varepsilon/k_BT)J(0)\int_0^tJ(s)\,ds\). Its mean and its spread are both proportional to \(\varepsilon\) at weak field, so the required number tends to a constant. It is 197 at \(\varepsilon=0.002\) and 198 at \(\varepsilon=0.02\). This is not the only way to remove the \(1/\varepsilon^2\). Subtracting from each driven trajectory the field-free one with the same initial state also gives a spread proportional to \(\varepsilon\), as long as the two trajectories stay close over the time considered. For this ring at \(t=6\tau\) and weak field it needs about 65 pairs, or 130 trajectories.

At \(\varepsilon=0.5\) the order is reversed: direct averaging needs about 34 trajectories and the correlation estimator about 906. One source of the extra noise is visible in the estimator. The mean flux, integrated over time, multiplies the random initial flux \(J(0)\) and contributes spread without contributing to the average. Subtracting \(\langle J(s)\rangle\) inside the integral removes that part, as \(\langle\Omega(0)\rangle=0\) permits; the counts quoted above do not use this subtraction. With it the count at \(\varepsilon=0.5\) falls to roughly 340, still about ten times the direct one.

To place these fields on a laboratory scale, take a rough atomic spacing of 0.3 nm and a temperature of 300 K. Then \(\varepsilon=0.002\) corresponds to a drop of 0.6 K per site, or 2 K/nm, already a steep gradient; \(\varepsilon=0.5\) would mean 150 K between neighbouring atoms. A gradient of 2 K/nm or less therefore lies on the weak-field side of this comparison, where the correlation estimator is cheaper than the plain direct average for this ring at \(t=6\tau\). Four particles cannot supply the conductivity of a solid, and the classical treatment requires vibrational quanta small compared with \(k_BT\). The remaining values, including the early-time fluxes, are in the numerical output.

## Table of computed values

```
particles N = 4, T = 1.0 e, Q = 4.0 e tau^2, K2 = 1.0 K1
trajectories = 32768, batches = 16, time step = 0.1 tau
effective sample fraction = 0.975
max error, local energy balance = 4.2e-10 e/tau
max error, field work = eps J: 9.8e-10 e/tau
max error, Omega from definition = 1.4e-06 1/tau
max |J|/H = 0.996 1/tau, bound c = 2.000 1/tau
time-step error in mean J or T_kin = 2.1e-04 (e/tau or e)
initial <J> = 0.0003 +- 0.0005 e/tau
initial <J^2> = 1.707 +- 0.003 e^2/tau^2
J in e/tau: direct | correlation formula | linear response
eps=0.2 t=1 tau: 0.329+-0.001 | 0.329+-0.000 | 0.329+-0.000
eps=0.2 t=2 tau: 0.613+-0.002 | 0.614+-0.001 | 0.612+-0.001
eps=0.2 t=4 tau: 1.026+-0.004 | 1.030+-0.001 | 1.047+-0.002
eps=0.2 t=6 tau: 1.355+-0.002 | 1.357+-0.002 | 1.481+-0.002
eps=0.5 t=1 tau: 0.824+-0.001 | 0.825+-0.001 | 0.822+-0.001
eps=0.5 t=2 tau: 1.559+-0.002 | 1.562+-0.002 | 1.530+-0.002
eps=0.5 t=4 tau: 2.360+-0.002 | 2.365+-0.004 | 2.618+-0.004
eps=0.5 t=6 tau: 2.306+-0.002 | 2.310+-0.006 | 3.702+-0.005
T_kin - T in e, eps = 0.5: direct | correlation formula
t=1 tau: 0.070+-0.001 | 0.071+-0.001
t=2 tau: 0.151+-0.001 | 0.151+-0.001
t=4 tau: 0.194+-0.001 | 0.197+-0.001
t=6 tau: -0.011+-0.001 | -0.011+-0.001
J/eps in e/tau: trajectory difference at eps = 0.02 | Green-Kubo integral
t=1 tau: 1.642+-0.001 | 1.645+-0.002
t=3 tau: 4.222+-0.006 | 4.218+-0.006
t=6 tau: 7.389+-0.011 | 7.403+-0.010
linear response off by up to 301 standard errors at eps = 0.5
miscounted thermostat, eps = 0.2, T_kin - T in e: direct | full Omega | flux only
t=1 tau: 0.148 | 0.148 | 0.012
t=2 tau: 0.425 | 0.424 | 0.028
t=4 tau: 0.683 | 0.686 | 0.039
flux-only formula off by up to 300 standard errors
trajectories for 10 percent error of J at t = 6 tau: direct | correlation
eps=0.002: 7.86e+05 | 197
eps=0.02: 7.87e+03 | 198
eps=0.2: 91.7 | 261
eps=0.5: 34.4 | 906
```
